# Fixed Voltage, Fixed Charge or Arclength for Ferroelectric-Gated Transistors

## What symmetry and dimensions fix

Reverse the charge on the plates of a ferroelectric layer whose crystal, above its transition, has inversion symmetry. The voltage across the layer must reverse too, so only odd powers of the charge can appear. For a single-domain layer of thickness \(t\), the shortest expansion that gives a ferroelectric is

\[
V_F=t(aQ+bQ^3),\qquad a<0<b. \tag{1}
\]

Here \(Q\) is the gate charge per area. By Gauss's law it equals the electric displacement in the layer, so the expansion is in displacement, and the background dielectric response is contained in \(a\) and \(b\).

The semiconductor under the gate has permittivity \(\varepsilon\), bulk hole density \(N\), intrinsic density \(n_i\) and thermal voltage \(V_T=k_BT/q\), with \(q>0\) the elementary charge. In a continuum description the densities enter only as the charge densities \(qN\) and \(qn_i\). Apart from functions of \(n_i/N\), the constants then form one length and one capacitance per area,

\[
L_D=\sqrt{\frac{\varepsilon V_T}{qN}},\qquad C_D=\frac{\varepsilon}{L_D}.
\]

With \(\psi\) the surface potential relative to the bulk, dimensions therefore require

\[
Q=Q_s(\psi)=C_DV_T\,f(u,r),\quad u=\frac{\psi}{V_T},\quad r=\left(\frac{n_i}{N}\right)^2. \tag{2}
\]

A thin insulator of capacitance \(C_{ox}\) separates the ferroelectric from the semiconductor. Adding the potential drops, with the gate voltage \(V\) measured from flat band, gives

\[
V=\psi+\frac{Q}{C_{ox}}+t(aQ+bQ^3). \tag{3}
\]

Equations (2) and (3) are two conditions on three unknowns, \((Q,\psi,V)\). Their solutions form a curve.

The setting discussed here is the electrical boundary condition. Some electronic-structure programs can hold the voltage or field across a cell, letting charge flow, or hold the charge or displacement, letting the voltage adjust. The transistor model shows what each choice can reach, and what a third choice, a fixed step of arclength, adds.

The model assumes lateral uniformity, Boltzmann carriers, full ionization, and no traps, leakage or quantum confinement. Drain bias is so small that \(Q\) is uniform along the channel. Volts, µC/cm² and µF/cm² are its natural units.

## The semiconductor charge

Let \(x\) point from the surface into the p-type bulk, where \(u=0\). The hole density is \(Ne^{-u}\) and the electron density is \((n_i^2/N)e^u=rNe^u\). The fixed dopant charge cancels the bulk carrier charge, so the total charge density is

\[
\rho=qN\left[e^{-u}-1-r(e^u-1)\right].
\]

Poisson's equation \(\psi''=-\rho/\varepsilon\), divided by \(V_T\), becomes

\[
L_D^2u''=1-e^{-u}+r(e^u-1).
\]

Multiply by \(u'\). The left side is the derivative of \(L_D^2u'^2/2\), and the right side is the derivative of

\[
F(u)=e^{-u}+u-1+r(e^u-u-1). \tag{4}
\]

Both vanish in the bulk, hence \(L_D^2u'^2=2F\). A positive surface potential falls towards the bulk, so the field \(-V_Tu'\) at the surface is positive. Gauss's law equates \(Q\) to \(\varepsilon\) times this field:

\[
Q_s=C_DV_T\,\operatorname{sgn}(u)\sqrt{2F(u)}. \tag{5}
\]

Differentiation with respect to \(\psi=V_Tu\) gives the semiconductor capacitance

\[
C_s=\frac{dQ_s}{d\psi}=C_D\frac{1-e^{-u}+r(e^u-1)}{\operatorname{sgn}(u)\sqrt{2F(u)}}. \tag{6}
\]

The numerator has the sign of \(u\), so \(C_s>0\). Near flat band \(F\simeq(1+r)u^2/2\), and \(C_s\to C_D\sqrt{1+r}\). Code should use a series there, because (4) subtracts nearly equal numbers.

Two further limits explain most of what follows. In strong accumulation \(Q^2\propto e^{-\psi/V_T}\); differentiating gives \(2QC_s=-Q^2/V_T\), and since \(Q<0\),

\[
C_s\simeq\frac{|Q|}{2V_T}. \tag{7}
\]

In depletion both exponentials are small, so \(Q^2\simeq2C_D^2V_T^2(u-1)\). Differentiating gives \(2QC_s\simeq2C_D^2V_T\), or

\[
C_s\simeq\frac{C_D^2V_T}{Q}. \tag{8}
\]

Thus \(1/C_s\) is small in accumulation and large in depletion. It falls again in inversion, where the electron term makes the charge rise exponentially with \(\psi\).

## What each setting can reach

Write the equilibrium conditions as

\[
F_1=Q-Q_s(\psi)=0,\qquad F_2=V-\psi-\frac{Q}{C_{ox}}-t(aQ+bQ^3)=0.
\]

Define the differential inverse capacitance of insulator and ferroelectric together,

\[
K(Q)=\frac1{C_{ox}}+t(a+3bQ^2).
\]

With columns ordered \((Q,\psi,V)\), the Jacobian is

\[
J=\begin{pmatrix}1&-C_s&0\\-K&-1&1\end{pmatrix}. \tag{9}
\]

Holding one variable removes its column. The determinant of the remaining square matrix tells whether Newton's method has a regular solution.

- Fixed voltage: \((1)(-1)-(-C_s)(-K)=-(1+C_sK)\).
- Fixed charge: \((-C_s)(1)-(0)(-1)=-C_s\).
- Fixed surface potential: \((1)(1)-(0)(-K)=1\).

Differentiating (3) along the curve, with \(dQ=C_s\,d\psi\), gives

\[
V'\equiv\frac{dV}{d\psi}=1+C_sK. \tag{10}
\]

The fixed-voltage determinant is therefore \(-V'\). It vanishes where the voltage turns back, at a fold. Near a fold at \((\psi_f,V_f)\) with nonzero curvature \(V''\),

\[
V-V_f\simeq\tfrac12V''(\psi-\psi_f)^2,
\qquad
\psi-\psi_f\simeq\pm\sqrt{\frac{2(V-V_f)}{V''}}.
\]

On one side there are two nearby solutions, on the other none. Smaller voltage steps cannot carry the calculation round this point.

Fixed charge has no such trouble here, because \(C_s>0\). One could also sweep \(\psi\) and evaluate (5) and (3) directly. Continuation is thus a convenience in this model. It becomes useful when a richer model has no variable known beforehand to be monotonic.

## The arclength setting

The curve's tangent is perpendicular to both rows of \(J\). Their cross product is \((-C_s,-1,-V')\); reversing its sign gives the direction

\[
\mathbf c=(C_s,1,V'),\qquad \boldsymbol\tau=\mathbf c/|\mathbf c|. \tag{11}
\]

Lengths in this space require scales. Here \(Q\), \(\psi\) and \(V\) are divided by 1 µC/cm², 1 V and 1 V, so their numerical values are unchanged. Since the middle component of \(\mathbf c\) is one, \(|\mathbf c|\ge1\) and the tangent exists even at a fold. Other positive scales change the spacing of points but not the curve.

From a solution \(\mathbf y_0\), predict and then correct:

\[
\mathbf y_p=\mathbf y_0+h\boldsymbol\tau_0,\qquad
\begin{pmatrix}J(\mathbf y)\\\boldsymbol\tau_0^T\end{pmatrix}\Delta\mathbf y
=-\begin{pmatrix}\mathbf F(\mathbf y)\\\boldsymbol\tau_0\cdot(\mathbf y-\mathbf y_p)\end{pmatrix}. \tag{12}
\]

The first two rows linearize equilibrium. The third keeps the correction in the plane through \(\mathbf y_p\) perpendicular to the old tangent. The magnitude of the bordered determinant is \(|\boldsymbol\tau_0\cdot\mathbf c|\), with \(\mathbf c\) evaluated at the current iterate. It is nonzero while the direction has turned by less than a right angle.

After convergence, solve

\[
\begin{pmatrix}J\\\boldsymbol\tau_0^T\end{pmatrix}\mathbf z=
\begin{pmatrix}0\\0\\1\end{pmatrix}
\]

and normalize \(\mathbf z\). The zeros make it tangent to the curve. The one makes \(\boldsymbol\tau_0\cdot\mathbf z\) positive, so the path does not reverse.

Halve \(h\) if Newton's method fails, if the correction exceeds a set fraction of \(h\), or if the tangent turns too far. In the example the limits are \(0.3h\) and a tangent cosine of 0.97. A sign change of \(\tau_V\) brackets a fold, which a root search in \(h\) then locates. Two folds inside one step would cancel their sign changes, so the largest step must be shorter than the smallest expected distance between folds along the curve. That distance can be much larger than the voltage difference between them.

## Which solutions are stable

Convergence of (12) establishes equilibrium, not stability. Connect the gate to a voltage source through a resistance-area product \(R\), and let \(V_{eq}(Q)\) be the equilibrium voltage at charge \(Q\). Then

\[
R\frac{dQ}{dt_{\rm time}}=V-V_{eq}(Q).
\]

For a small deviation \(\delta Q\) at constant \(V\), the right side is \(-(dV_{eq}/dQ)\delta Q\). The deviation evolves as \(e^{\lambda t_{\rm time}}\), with

\[
\lambda=-\frac1R\frac{dV_{eq}}{dQ},
\qquad
\frac{dV_{eq}}{dQ}=\frac{V'}{C_s}=\frac1{C_s}+K=\frac{\tau_V}{\tau_Q}. \tag{13}
\]

A state is linearly stable to uniform charge changes when \(\tau_Q\tau_V>0\), and unstable when the product is negative. At a fold the linear rate is zero.

The same slope is the curvature of the energy \(G(Q)=\int V_{eq}\,dQ-VQ\). Stable states are local minima, not necessarily the lowest one. A fixed-charge calculation forbids the deviation \(\delta Q\), so it can converge to a state that is unstable at fixed voltage.

This also limits a simple fixed-voltage iteration, \(Q\leftarrow Q+\eta[V-V_{eq}(Q)]\) with \(\eta>0\). Each cycle multiplies a small error by \(1-\eta\,dV_{eq}/dQ\). Local convergence requires

\[
0<\eta\,\frac{dV_{eq}}{dQ}<2.
\]

The iteration slows near a fold and is repelled by unstable states. Reducing \(\eta\) cures neither problem.

Negative capacitance and instability are different conditions. The ferroelectric and insulator together have negative differential capacitance when \(K<0\). The whole stack is stable when \(1/C_s+K>0\). Both hold for

\[
-\frac1{C_s}<K<0. \tag{14}
\]

In this interval \(0<V'<1\), so the surface potential changes by more than the gate voltage.

## How thickness creates folds

Instability requires \(1/C_s+K<0\). Where \(a+3bQ^2<0\), this rearranges to

\[
t>t_*(Q)=\frac{1/C_s+1/C_{ox}}{-(a+3bQ^2)}. \tag{15}
\]

Where \(a+3bQ^2\ge0\), no thickness makes the slope negative. A local maximum of \(t_*\) is a thickness at which two folds merge and the stable branch between them vanishes; in the example below this happens in depletion at about 438 nm. A local minimum of \(t_*\) is the thickness at which a pair of folds appears. In the example below, accumulation and inversion each supply one, because \(1/C_s\) becomes small on both sides of depletion at charges where \(a+3bQ^2\) is still negative.

## A worked curve

Take round model parameters: 300 K, relative permittivity 12, \(N=2\times10^{16}\) cm⁻³, \(n_i=10^{10}\) cm⁻³, \(C_{ox}=0.5\) µF/cm², \(a=-5\times10^9\) m/F, \(b=2\times10^{14}\) m⁵/(F C²), \(t=100\) nm and \(R=1\) Ω cm². They give \(V_T=25.85\) mV, \(L_D=29.3\) nm and \(C_D=0.363\) µF/cm².

The ferroelectric field vanishes at \(|Q|=\sqrt{-a/b}=0.5\) µC/cm². This is far below the polarization of common ferroelectric films, often 10 µC/cm² or more. If \(b\) is reduced to put the zero at 10 µC/cm², the outer folds move to about 4.5 µC/cm² and surface carrier densities above \(10^{21}\) cm⁻³, where the semiconductor model fails. The example therefore illustrates the method, not a typical device.

Since 1 µC/cm² is \(10^{-2}\) C/m², the coefficients in device units are

\[
ta=(-5\times10^9)(10^{-7})(10^{-2})=-5,
\qquad
tb=(2\times10^{14})(10^{-7})(10^{-6})=20.
\]

With \(Q\) in µC/cm² and voltages in volts, (3) becomes \(V=\psi+2Q-5Q+20Q^3\), and \(K=-3+60Q^2\).

The trace has 617 points, all at the maximum scaled step of 0.005, with at most three Newton steps per point. It finds four folds:

| Fold | \(Q\) (µC/cm²) | \(\psi\) (V) | \(V\) (V) | Charge after jump |
|---|---:|---:|---:|---:|
| 1 | −0.2146 | −0.1446 | 0.3016 | 0.0545 |
| 2 | 0.0023 | 0.0067 | −0.0003 | −0.3551 |
| 3 | 0.0823 | 0.8049 | 0.5692 | 0.3072 |
| 4 | 0.2130 | 0.8901 | 0.4444 | 0.0642 |

On a slow upward sweep from accumulation, the charge jumps at fold 1 into depletion and at fold 3 into inversion. On the way down it jumps back at folds 4 and 2. The hysteresis windows are 302 mV and 125 mV wide. Between 0.302 and 0.444 V there is one state, on the branch between folds 2 and 3. This branch is called depletion here because over most of it the charge is that of the ionized dopants. In the usual terms, with \(\psi_B=V_T\ln(N/n_i)=0.375\) V, its part above \(\psi_B\) is weak inversion, and fold 3 lies just beyond the onset of strong inversion at \(2\psi_B=0.750\) V. Time integration 2 mV to either side of each fold tests these jumps.

Fold 1 can be checked by hand. In the accumulation limit (7), \(1/C_s\simeq2(0.02585)/0.2146=0.241\), while \(K=-3+60(0.2146)^2=-0.237\). Their sum is 0.004 V cm²/µC, close to the zero required at a fold.

Fold 2 lies almost at flat band. At \(Q=0\), \(1/C_D=2.756\) and \(K=-3\), so the total slope is −0.244: flat band is an equilibrium at zero voltage, but an unstable one. A slight move into depletion raises \(1/C_s\) enough to restore stability.

At \(V=0.15\) V the three charges are −0.317, −0.088 and 0.041 µC/cm². At 0.50 V they are 0.068, 0.138 and 0.277 µC/cm². In each set the outer states are stable and the middle one is unstable, with growth rates of 2.00 and 1.33 µs⁻¹. These rates scale as \(1/R\) and assume that the ferroelectric and the carriers follow the charge without delay. In inversion, the source and drain must supply electrons that fast.

## Reading the transistor's steepness

The surface electron density is \(n_s=rNe^{\psi/V_T}\), so \(d\log_{10}n_s=d\psi/(V_T\ln10)\). The gate voltage needed per decade of this density is

\[
S=\frac{dV}{d\log_{10}n_s}=V_T\ln10\;V'. \tag{16}
\]

This is not exactly the swing of drain current, which depends on the electron charge integrated over depth and on mobility.

At \(V=0.40\) V the solution is \(Q=0.0614\) µC/cm² and \(\psi=0.580\) V, with \(C_s=0.0555\) µF/cm². The depletion limit (8) gives \((0.363)^2(0.02585)/0.0614=0.0555\), in agreement. The ferroelectric slope is \(-5+60(0.0614)^2=-4.774\), hence

\[
V'=1+0.0555(2-4.774)=0.846,
\qquad
S=59.53\times0.846=50.4\ \text{mV/decade}.
\]

Without the ferroelectric, at the same \(\psi\), \(V'=1+0.0555\times2=1.111\) and \(S=66.1\) mV/decade. As long as the layer stays uniform, this negative-capacitance state is stable and steeper than the thermal value of 59.5 mV/decade.

The two critical thicknesses are 56.0 nm for accumulation and 64.9 nm for inversion. Traces at 0.98 and 1.02 times each value contain 0, 2, 2 and 4 folds in turn. The 100 nm film is steep in depletion, but only between 0.302 and 0.444 V is its depletion state the sole equilibrium. Over the rest of the stable depletion branch, another stable state exists at the same voltage.

At 54.9 nm the folds are gone, but the swing at the same \(\psi\) is 57.5 mV/decade. At this \(\psi\), most of the advantage over the thermal value has been lost. \(C_s\) is unchanged, but the thinner ferroelectric has brought \(K\) from −2.77 to −0.62 V cm²/µC. The loss is not the same along the whole curve. In inversion \(C_s\) rises while \(K\) is still negative, and on this side of the curve (16) falls to a minimum of 35 mV/decade, at \(\psi=0.845\) V and \(V=0.777\) V. This point lies beyond the onset of strong inversion, so it is not a subthreshold swing. (In accumulation, near \(\psi=-0.10\) V, \(V'\) falls further, to about 0.09, but there are almost no electrons to carry current there.) That number describes the surface density. The electron density integrated over depth, which the drain current follows more closely, needs about 43 mV per decade at the same point.

## The cell can hide an instability

Everything above allows only uniform charge changes. Suppose a floating metal lies directly under the ferroelectric, and two domains of equal area have displacements \(Q+\delta\) and \(Q-\delta\). The metal passes only their mean, \(Q\), to the layers below, whose energy is unchanged. The ferroelectric energy per area is \(U_F=t(aQ^2/2+bQ^4/4)\). Averaging over the domains cancels odd powers of \(\delta\) and leaves

\[
\Delta G=t\left[\frac{a+3bQ^2}{2}\delta^2+\frac b4\delta^4\right]. \tag{17}
\]

When \(K<0\), the ferroelectric slope must be negative because \(1/C_{ox}>0\). With wall energy neglected, a small enough splitting then lowers the energy, even if (14) holds.

At the 0.40 V state with \(\delta=0.002\) µC/cm², splitting changes the energy by \(-4.774(0.002)^2/2\) µJ/cm², or −9.5 pJ/cm². A uniform change of the same size costs 30.5 pJ/cm². The state is a minimum in one direction and a maximum in the other. Wall energy can oppose the splitting, and without the floating metal the stray fields must be calculated; neither is included here.

Relaxation in a laterally primitive cell repeats the same displacement everywhere and cannot reveal this instability. Stability found in such a cell is conditional on uniformity.

## Choosing the boundary condition

Use **fixed voltage** to find what a biased device can occupy. Sweep in both directions, since one sweep shows one side of each hysteresis window. Even two full sweeps can miss a stable branch: in this model at 170 nm, both jump directly between accumulation and inversion, although depletion is stable from −0.05 to 0.30 V. Tracing the whole curve reveals such a branch. Slow convergence may signal a nearby fold; check the sign and size of \(dV/dQ\) before changing the mixing.

Use **fixed charge or displacement** to map the ferroelectric's response through its negative slope. Then apply (13) with the capacitances of the complete device. A negative slope of the isolated layer does not decide the stability of the stack. Coefficients fitted to static total energies also lack the thermal free energy needed at 300 K.

Use **arclength** when neither charge nor voltage is known to be monotonic. It needs a Jacobian of full rank and a step that resolves the folds. At a point where branches cross, the rank can drop and the tangent ceases to be unique; (12) then needs a branch-switching method.

Finally, compare carrier densities with the effective densities of states of the chosen semiconductor. The largest surface density among the listed folds and landing states is \(1.4\times10^{19}\) cm⁻³. If that is not well below the relevant band value, Fermi–Dirac statistics must replace (4), and the outer folds will move; with silicon's band densities the shift is only 1 to 2 mV. Quantum confinement matters more. The surface field at the outer folds is 0.20 MV/cm, where a triangular well puts the lowest level about 60 to 90 meV from the band edge for masses between 0.9 and 0.3 electron masses, well above \(k_BT\). Treating the carriers as lying 1 nm deeper, by adding a series capacitance \(\varepsilon/(1\ \text{nm})\), moves these folds by about 20 mV. The remaining values are in the numerical output.

## Table of computed values

```
Temperature: 300 K; thermal voltage: 0.025852 V
Relative permittivity: 12
Doping: 2.0e+16; intrinsic density: 1.0e+10 cm^-3
Debye length: 29.278 nm; C_D: 0.36290 uF/cm^2
Insulator capacitance: 0.500 uF/cm^2
Ferroelectric a: -5.00e+09 m/F; b: 2.00e+14 m^5/(F C^2)
Ferroelectric thickness: 100.0 nm
Zero-field charge: 0.500 uC/cm^2
Series resistance: 1.0 ohm cm^2
Start: Q=-0.42962 uC/cm^2, psi=-0.18000 V, V=-0.47710 V
Curve points: 617; most Newton steps: 3
Scaled step range: 0.005000 to 0.005000
Poisson charge check, largest relative error: 8.5e-12
Fold voltage check, largest error: 1.1e-16 V
Fixed-V determinant at folds, largest size: 2.2e-10
Bordered determinant at folds, smallest: 1.0541
Fold 1: Q=-0.21464 uC/cm^2, psi=-0.14457 V, V=0.30158 V
  Landing: Q=0.05448 uC/cm^2, psi=0.46180 V
Fold 2: Q=0.00234 uC/cm^2, psi=0.00673 V, V=-0.00029 V
  Landing: Q=-0.35506 uC/cm^2, psi=-0.17022 V
Fold 3: Q=0.08227 uC/cm^2, psi=0.80492 V, V=0.56924 V
  Landing: Q=0.30724 uC/cm^2, psi=0.91092 V
Fold 4: Q=0.21301 uC/cm^2, psi=0.89009 V, V=0.44436 V
  Landing: Q=0.06425 uC/cm^2, psi=0.63181 V
Accumulation window width: 301.87 mV
Inversion window width: 124.87 mV
V=0.15 V, stable: Q=-0.31684 uC/cm^2, psi=-0.16439 V
V=0.15 V, unstable: Q=-0.08809 uC/cm^2, psi=-0.10060 V
V=0.15 V, stable: Q=0.04088 uC/cm^2, psi=0.27127 V
  Unstable growth rate: 1.99508 per microsecond
V=0.50 V, stable: Q=0.06777 uC/cm^2, psi=0.69710 V
V=0.50 V, unstable: Q=0.13847 uC/cm^2, psi=0.86230 V
V=0.50 V, stable: Q=0.27742 uC/cm^2, psi=0.90525 V
  Unstable growth rate: 1.32526 per microsecond
Working point: V=0.40 V, Q=0.06141 uC/cm^2, psi=0.57959 V
Working Cs: 0.05552 uF/cm^2; dV/dpsi: 0.84600
Ferroelectric dV/dQ there: -4.77375 V cm^2/uC
Surface-density swing: 50.360 mV/decade
Swing from finite differences: 50.359 mV/decade
Thermal swing: 59.526 mV/decade
Swing without ferroelectric, same psi: 66.136 mV/decade
Critical thickness, accumulation: 55.982 nm
Critical thickness, inversion: 64.883 nm
Fold counts at 0.98 and 1.02 times each limit: 0 2 2 4
Fold-free thickness: 54.862 nm; swing at same psi: 57.481 mV/decade
Charge displacement in energy test: 0.0020 uC/cm^2
Uniform energy change: 30.467 pJ/cm^2
Two-domain energy change: -9.547 pJ/cm^2
Largest surface density at folds and landings: 1.448e+19 cm^-3
```
